# Displacement Derivative of an Exchange Constant from Forces in Four Spin States

In a chain of magnetic ions joined by ligands, the exchange between two neighbours depends on where the ligand between them sits. If the spins order so that some bonds are parallel and others antiparallel, the ligands feel different forces on the two kinds of bond and move. When these shifts add up instead of cancelling, the crystal acquires an electric polarization. The magnetic quantity behind these shifts is $dJ_{12}/du$, the change of one exchange constant with one atomic coordinate $u$. An electronic-structure calculation returns total forces, in which this derivative is buried under everything else that acts on the atom. The question is how to dig it out.

## Conventions and a test chain

The energy is written with each pair counted once,
$$E=E_0(u)+\sum_{i<j}J_{ij}(u)\,\mathbf S_i\cdot\mathbf S_j,\qquad |\mathbf S_i|=S,$$
so $J>0$ favours antiparallel spins. The force is $F=-dE/du$, and a prime means $d/du$. In a collinear state $\mathbf S_i=Ss_i\hat{\mathbf z}$ with $s_i=\pm1$.

The scheme needs a trial on a system into which no $J$ has been put. Take a periodic chain of eight metals, 0.39 nm apart, with a ligand between each pair of neighbours, displaced sideways by $\eta_b h$, where $h=0.05$ nm and $\eta_b=\pm1$ alternates from bond to bond. Each metal has one isotropic orbital, at 0 eV for an electron parallel to the local spin and 3 eV for an antiparallel one. Each ligand has orbitals $p_x,p_y$ at $-4$ eV. With $\mathbf r$ the vector from metal to ligand and $d$ its length, the hopping to $p_\alpha$ is $t\,(0.20\ \mathrm{nm}/d)^{3.5}\,r_\alpha/d$, with $t=1$ eV. Five electrons per metal fill the lowest levels. All $2^8=256$ collinear states have a gap of at least 2.28 eV. The spin length is $S=2$: the orbital stands for the active one of a high-spin $d^4$ ion, and the other electrons enter through the fixed exchange field.

Two coordinates are followed: the ligand between spins 1 and 2 moving outward across the chain (there $\eta=+1$), and metal 1 moving along the chain towards metal 2. Metal 0 is the other neighbour of metal 1, and metal 3 that of metal 2. The remaining spins, called the background, point up.

## One spin flip is not enough

The obvious attempt is to flip spin 1 and see how the force changes. To learn what this measures, sort the pair energy by its dependence on $s_1$ and $s_2$:
$$E=E_0+S^2\Big[J_{12}s_1s_2+s_1\sum_{k\ne1,2}J_{1k}s_k+s_2\sum_{k\ne1,2}J_{2k}s_k+\sum_{\substack{k<l\\k,l\ne1,2}}J_{kl}s_ks_l\Big].$$
Differentiating at fixed spins gives
$$F(s_1,s_2)=A+Bs_1+Cs_2+Ds_1s_2,$$
$$B=-S^2\sum_kJ'_{1k}s_k,\quad C=-S^2\sum_kJ'_{2k}s_k,\quad D=-S^2J'_{12},$$
while $A$ collects $-E_0'$ and the pairs within the background. The single flip yields
$$F(+,+)-F(-,+)=(A+B+C+D)-(A-B+C-D)=2B+2D.$$
Reading this as $2D$ gives the naive estimate $-[F(+,+)-F(-,+)]/(2S^2)$, which is wrong by the sum of all other bonds of spin 1.

For the ligand the harm is small. The forces $-2106.3$ and $-2425.1$ meV/nm give $-318.8/8=-39.8$ meV/nm, close to the correct value found below. For metal 1 both forces are zero, and so is the estimate. The reason is symmetry: with all other spins up, a half-turn about metal 1 maps the chain onto itself, whichever way spin 1 points, so no force along the chain is allowed. Moving the metal strengthens one bond and weakens the other equally, and the flip reports the sum.

## The second difference

The unwanted parts $B$ and $C$ are odd in one spin and do not depend on the other, whereas $D$ multiplies both. This suggests weighting each force by $s_1s_2$ and summing over the four states:

- $A$ is multiplied by $\sum s_1s_2=1-1-1+1=0$.
- $B$ is multiplied by $\sum s_1^2s_2=\sum s_2=0$.
- $C$ is multiplied by $\sum s_1s_2^2=\sum s_1=0$.
- $D$ is multiplied by $\sum s_1^2s_2^2=4$.

Hence $F(+,+)-F(+,-)-F(-,+)+F(-,-)=4D=-4S^2J'_{12}$, or
$$\boxed{\frac{dJ_{12}}{du}=-\frac{F(+,+)-F(+,-)-F(-,+)+F(-,-)}{4S^2}}$$

Every other pair term cancels, whatever its size, provided the background is the same in all four states. So do spin-independent forces, such as the repulsion between ion cores.

The geometry must also be the same. If each state were relaxed first, all four forces would vanish and the formula would return zero.

In the order $++,+-,-+,--$ the forces in meV/nm are:

- ligand: $-2106.291,\ -2425.068,\ -2425.068,\ -2101.745$;
- metal 1: $0.000,\ 380.510,\ 0.000,\ -381.693$.

For the ligand,
$$J'_{12}=-\frac{-2106.291+2425.068+2425.068-2101.745}{16}=-\frac{642.100}{16}=-40.13\ \mathrm{meV/nm},$$
that is, $-4.013$ meV/Å. For the metal,
$$J'_{12}=-\frac{0-380.510-0-381.693}{16}=47.64\ \mathrm{meV/nm}=4.764\ \mathrm{meV/Å}.$$

The metal case shows the cancellation at work. Its parts are $B=190.55$ and $D=-190.55$ meV/nm: the unwanted contribution is as large as the wanted one. Four separate states for the neighbouring pair give $J'_{01}=-47.64$ meV/nm, and $-S^2J'_{01}=190.6$ meV/nm accounts for $B$.

The ligand value can be understood at leading order. An electron passes between the metals through the ligand with an amplitude proportional to $d^{-7}\,\mathbf r_1\cdot\mathbf r_2/d^2$, and $J$ goes as its square. With $\ell=0.195$ nm, half the metal spacing, $d^2=\ell^2+h^2$ and $|\mathbf r_1\cdot\mathbf r_2|=\ell^2-h^2$, so
$$\frac{d\ln J}{dh}=-\frac{14h}{d^2}-4h\left[\frac1{\ell^2-h^2}+\frac1{\ell^2+h^2}\right]\approx-17.3-10.6=-27.8\ \mathrm{nm^{-1}}.$$
The first term is the stretching of the bonds, the second their bending. The four energies give $J_{12}=1.474$ meV, so the computed ratio is $-40.13/1.474=-27.2\ \mathrm{nm^{-1}}$.

## Why forces rather than energies

One could instead compute $J_{12}$ from four energies at $u\pm\delta$ and take the difference, at a cost of eight calculations per coordinate. Four calculations with forces give the derivatives for all atoms together.

This relies on the force theorem. With $\rho$ the projector on the occupied states $\psi_n$, $E=\mathrm{Tr}\,\rho H$ and
$$E'=\mathrm{Tr}\,\rho H'+\sum_n\varepsilon_n\frac{d}{du}\langle\psi_n|\psi_n\rangle=\mathrm{Tr}\,\rho H',$$
because the norms are fixed. Here $H$ is a matrix in an orthonormal basis. In a self-consistent calculation with atom-centred, overlapping functions, the additional basis-set terms must be included in the force. In the chain, energy differences with $\delta=10^{-4}$ nm give $-40.1312$ and $47.6378$ meV/nm, in agreement with the forces.

## What the four states do not remove

**Periodic images.** In a supercell, flipping spin 1 flips all its copies. The product $s_1s_2$ then multiplies every pair made of a copy of 1 and a copy of 2, and the formula returns the sum of their derivatives. To see the effect, keep the eight-metal chain and repeat the two spins with a period of two, four or eight metals:

- period 2: $-39.18$ (ligand) and $0.00$ (metal) meV/nm;
- period 4: $-40.131$ and $47.637$ meV/nm;
- period 8: $-40.131$ and $47.638$ meV/nm.

With period 2, metal 1 has a copy of spin 2 on each side, and $47.64-47.64=0$. The ligand value includes the two adjacent bonds, each with $J'=0.48$ meV/nm: $-40.13+2(0.48)=-39.17$. A small cell can thus look harmless for one coordinate and fail completely for another.

**Four-spin terms.** A term $K(\mathbf S_1\cdot\mathbf S_2)(\mathbf S_3\cdot\mathbf S_4)$ contributes $-S^4K's_3s_4$ to $D$, so the formula returns $J'_{12}+S^2K's_3s_4$. Averaging over backgrounds with $s_3s_4=\pm1$ equally often removes it.

Its size in the chain follows from counting hops. The energy can depend jointly on a set of spins only through closed electron paths that visit all of them. Two neighbours need four hops, out and back across one ligand, so $J'\propto t^4$ at leading order. Four metals in a row need three bridges out and back, twelve hops, and the error goes as $t^{12}$. The spread of the ligand derivative over all 64 backgrounds, compared at $t=0.4$ and $0.3$ eV, gives a power of 11.9. At $t=1$ eV the rms spread is 0.002% of the mean derivative. Halving the exchange splitting to 1.5 eV raises it to 0.07%. These small values belong to a gapped chain with weak effective hopping; they are no guide to metals, where the expansion in hops fails.

**Terms that resemble a pair.** The product $(\mathbf S_1\cdot\mathbf S_3)(\mathbf S_2\cdot\mathbf S_3)$ equals $S^4s_1s_2$ in every collinear state, since $s_3^2=1$. No choice of background separates it from $J_{12}$. Tilting the spins does. Turn spins 1 and 2 in one plane by $a\alpha$ and $b\alpha$ from a collinear state, with $a,b=\pm1$. The pair force becomes $-J'_{12}S^2s_1s_2\cos[(a-b)\alpha]$, and
$$F_{++}-F_{+-}-F_{-+}+F_{--}=-J'_{12}S^2s_1s_2\,(2-2\cos2\alpha)=-4J'_{12}S^2s_1s_2\sin^2\alpha,$$
where the subscripts are now the signs $a,b$. The three-site term varies as $\cos(a\alpha)\cos(b\alpha)$, which is the same for all four sign choices, and drops out. A biquadratic term $(\mathbf S_1\cdot\mathbf S_2)^2$ leaves a remainder independent of $s_1s_2$, which vanishes on weighting with $s_1s_2$ and averaging over the four collinear states.

With $\alpha=0.2$ rad this route gives $-40.15$ and $47.65$ meV/nm, within 0.05% of the four-state values. For this nearest-neighbour pair at $t=1$ eV, the terms that resemble a pair are therefore small. That does not extend to other pairs or to stronger hopping. The shortest closed path joining spins 1 and 3 passes metal 2 twice, so $(\mathbf S_1\cdot\mathbf S_2)(\mathbf S_2\cdot\mathbf S_3)$ appears at the same eight hops as $J_{13}$. For the ligand coordinate the four states give $J'_{13}=-0.19$ meV/nm and the tilt gives $+0.26$ meV/nm, so even the sign differs. For the nearest pair and the ligand coordinate, the difference grows to 1% at $t=1.5$ eV and 11% at $t=2$ eV. The agreement says nothing about a biquadratic term, which both routes remove.

**Anisotropy.** For a general coupling $\sum_{ab}S_1^aJ_{12}^{ab}S_2^b$ with all spins along $z$, the formula returns the derivative of $J_{12}^{zz}$. The antisymmetric (Dzyaloshinskii–Moriya) part has no $zz$ element and is absent.

**Noise.** Independent errors $\sigma$ in the four forces add in quadrature to $2\sigma$, so the derivative has an error $2\sigma/(4S^2)=\sigma/(2S^2)$. For $\sigma=10$ meV/nm this is 1.25 meV/nm, or 3% of the ligand derivative. Errors common to all four states cancel.

## From the derivative to a polarization

Now impose the order up-up-down-down, with the parallel bonds at the ligands displaced upward, so that $s_is_{i+1}=\eta_b$. Reflection across the chain axis exchanges the two kinds of ligand. The derivative of a bond's $J$ with respect to its own ligand's height is therefore $\eta_bg$, with $g=-40.13$ meV/nm, and the derivative of each adjacent bond's $J$ is $\eta_bg_1$, with $g_1=0.48$ meV/nm. The adjacent bonds have spin product $-\eta_b$. The force on ligand $b$ from these three bonds is
$$-S^2\left[\eta_bg\,\eta_b+2\eta_bg_1(-\eta_b)\right]=-S^2(g-2g_1),$$
in which $\eta_b^2=1$ has removed the alternation. Two alternating quantities, the buckling and the spin product, multiply to a uniform force:
$$-4(-40.13-0.96)=164.4\ \mathrm{meV/nm}.$$
Spin-independent forces and second-neighbour terms (where $s_is_{i+2}=-1$ throughout) keep the factor $\eta_b$ and average to zero. The mean ligand force computed directly in this state is 164.3 meV/nm. Using $g$ alone gives 160.5 meV/nm, 2% too low. Shifting the spin pattern by one metal reverses every nearest-neighbour product, and with it the uniform force.

The core repulsion that holds the buckled chain in shape is not in the electronic model. It is represented by a rough stiffness $k=1000$ eV/nm² per metal for the sideways shift of ligands against metals, with the metals held at equal spacing along the chain. With a rough effective ligand charge of $-3e$ and a volume of $0.0593$ nm³ per metal,
$$u=\frac{0.1643}{1000}=1.64\times10^{-4}\ \mathrm{nm},$$
$$P=\frac{-3e\,u}{V}=-\frac{3(1.64\times10^{-4})}{0.0593}\times16.02=-0.13\ \mathrm{\mu C/cm^2},$$
where $1\,e/\mathrm{nm^2}=16.02\ \mathrm{\mu C/cm^2}$. This is about $-1300\ \mathrm{\mu C/m^2}$. Over this shift $J'_{12}$ changes by only 0.14%, so its variation can be ignored.

Holding the metals at equal spacing is a real restriction. With $J'_{12}=47.64$ and $J'_{01}=-47.64$ meV/nm for motion along the chain, a metal between a parallel and an antiparallel bond feels a force of size $4(47.64+47.64)\approx381$ meV/nm, which pushes the metals apart at the parallel bonds. This pairing of the metals has the same symmetry as the uniform ligand shift, so the two motions couple. If the metal–ligand bonds resist stretching, an upward ligand is pulled down where its metals part, and a downward ligand is pushed further down where its metals approach. Both motions oppose the shift found above. Resistance to changes of the metal–ligand–metal angle acts the other way and pushes both kinds of ligand up. Freeing the metals also softens the ligand shift itself, because the ligand can then move without stretching its bonds. With springs for bond length and bond angle only, the shift falls at most to about 0.6 of its clamped value. It is reduced only when the stretching mode is between about 1 and 25 times as stiff as the bending mode, and outside that range it grows. For nearly rigid bonds the metals even approach at the parallel bonds. The net effect depends on the balance of the force constants. A calculation for a real crystal should therefore combine the forces on all atoms with the full matrix of force constants.

The electrons also redistribute between parallel and antiparallel bonds before any ion moves. From the ligand populations at fixed positions this adds $-0.025\ \mathrm{\mu C/cm^2}$, 19% of the lattice part and of the same sign. This ratio rests on the rough $k$ and ligand charge and does not carry over to real crystals. A derivative of $J$ with respect to atomic positions cannot contain it.

## How far the chain resembles a manganite

The parameters are in the rough range of buckled perovskite manganites, some of which show up-up-down-down order at a few tens of kelvin and polarizations very roughly between 0.1 and 1 μC/cm². The results depend strongly on the hopping, which is only roughly fixed. At $t=2$ eV the chain has $J_{12}=16$ meV, the spread over backgrounds is 0.3%, and the active moment changes by 5% between the states $++$ and $+-$. The model does not explain the up-up-down-down order. Its nearest-neighbour $J$ is antiferromagnetic, and the imposed state lies 5.8 meV per metal above the alternating one, close to $J_{12}S^2=5.9$ meV. In the real compounds, orbital order and competing further-neighbour exchange decide the magnetic pattern. Orbital order can change even the sign of $J_{12}$, a shift this chain cannot size. With the metals held at equal spacing, the lattice polarization also scales as $1/k$, so a stiffness half as large would double it.

Other omissions can be sized:

- The active moment of metal 1 differs by 0.5% between the states $++$ and $+-$; a self-consistent exchange field would respond to this.
- With a rough spin–orbit energy of 0.04 eV and a crystal field of 1.5 eV, symmetric anisotropic exchange is of order $(0.04/1.5)^2\approx0.07\%$ of $J$.
- Quantum fluctuations matter more. An isolated antiferromagnetic pair reaches $\mathbf S_1\cdot\mathbf S_2=-6$ against the classical $-4$. This is the limit for a single bond, not the value in an ordered crystal.
- In mean field, two neighbours give the temperature scale $2J_{12}S(S+1)/(3k_B)=68$ K. Striction follows the thermal average of $\mathbf S_i\cdot\mathbf S_j$, so the low-temperature polarization should not be carried up to this scale.

The full set of values is in the numerical output.

## Calculated quantities

```
MODEL: rough manganite-like regime, round parameters
metal spacing 0.39 nm, ligand height 0.05 nm, bond angle 151.2 deg
hopping 1.0 eV at 0.2 nm, decay power 3.5, spin 2.0
exchange splitting 3.0 eV, ligand level -4.0 eV
smallest gap of the 256 states: 2.28 eV
J_12 from four energies: 1.474 meV
COORDINATE: ligand across chain
 forces ++ +- -+ -- (meV/nm): -2106.291 -2425.068 -2425.068 -2101.745
 parts A B C D (meV/nm): -2264.543 -1.136 -1.136 160.525
 dJ_12/du from forces: -40.1313 meV/nm = -4.0131 meV/angstrom
 dJ_12/du from energy differences: -40.1312 meV/nm
 dJ_12/du from tilted spins: -40.1501 meV/nm
 dJ_01/du of the neighbouring bond: 0.4785 meV/nm
COORDINATE: metal 1 along chain
 forces ++ +- -+ -- (meV/nm): 0.000 380.510 0.000 -381.693
 parts A B C D (meV/nm): -0.296 190.551 0.296 -190.551
 dJ_12/du from forces: 47.6377 meV/nm = 4.7638 meV/angstrom
 dJ_12/du from energy differences: 47.6378 meV/nm
 dJ_12/du from tilted spins: 47.6515 meV/nm
 dJ_01/du of the neighbouring bond: -47.64 meV/nm
FOUR-SPIN REMAINDER (ligand coordinate, 64 backgrounds)
 rms spread of dJ/du, splitting 3 eV: 0.0021 %
 rms spread of dJ/du, splitting 1.5 eV: 0.0663 %
 power of hopping in the spread: 11.93 (dimensionless)
CELL SIZE: apparent dJ_12/du (meV/nm), ligand and metal
 2 metals: -39.1789 -0.0000
 4 metals: -40.1313 47.6366
 8 metals: -40.1313 47.6377
force error 10 meV/nm gives dJ/du error 1.250 meV/nm
STRICTION in the up-up-down-down state
 uniform ligand force, direct: 164.3 meV/nm
 same from all pair constants: 164.3 meV/nm
 same from dJ_12/du alone: 160.5 meV/nm
 rough stiffness 1000 eV/nm2, ligand charge -3.0 e, volume 0.0593 nm3
 relative displacement: 0.000164 nm
 lattice polarization: -0.1332 uC/cm2 = -1331.6 uC/m2
 energy above Neel state per metal: 5.837 meV
NEGLECTED EFFECTS
 clamped-ion electronic polarization: -0.02512 uC/cm2
 change of dJ/du over the displacement: -0.139 %
 active moment of metal 1 in ++ and +-: 0.9663 0.9617 mu_B
 rough spin-orbit 0.04 eV, crystal field 1.5 eV
 anisotropic exchange, order of magnitude: 0.071 % of J
 S1.S2 of an isolated pair: quantum -6.000, classical -4.000
 mean-field temperature scale, two neighbours: 68.4 K
```
